\section*{Why Steepest Descent Preserves the Point Group of a Molecule}

Place the four hydrogen nuclei of methane at the corners of a square, with the carbon nucleus at its centre, and let the nuclei move downhill in energy. The tetrahedral arrangement lies lower, and it can be reached by lifting two opposite hydrogens out of the plane and pushing the other two below it. Yet at the planar geometry nothing chooses which pair should go up. If the energy has a gradient there, the forces can change the C--H length but cannot start the puckering. The question is how far this argument reaches: which forces does symmetry forbid, what does a search restricted to symmetric shapes prove, and can a downhill path ever lose symmetry?

Let $x=(x_1,\ldots,x_N)$ collect the Cartesian positions of $N$ nuclei, and let $E(x)$ be the electronic energy at fixed nuclei plus the nuclear repulsion. There is no external field. The origin is the centroid of the nuclei, each counted with equal weight. A symmetry operation combines an orthogonal $3\times3$ matrix $R$, which may be a rotation, a reflection or their product, with a permutation $\pi$ of identical nuclei. It acts on the whole set of positions by
\begin{equation}
(Tx)_{\pi(j)}=R\,x_j .
\end{equation}
The nucleus $j$ is carried to $Rx_j$, and the result is recorded under the label $\pi(j)$. Since $|Rx_j|=|x_j|$ and a permutation merely reorders a sum,
\begin{equation}
|Tx|^2=\sum_j|Rx_j|^2=\sum_j|x_j|^2=|x|^2 ,
\end{equation}
so $T$ is an orthogonal matrix: $T^{\mathsf T}T=1$.

The energy obeys $E(Tx)=E(x)$ for every geometry, symmetric or not. To see this, apply $R$ to the electrons as well. All distances among electrons and nuclei are unchanged, as is the kinetic energy, and the permutation exchanges only nuclei of equal charge. The electronic Hamiltonians at $x$ and $Tx$ are therefore related by a unitary transformation and have the same spectrum. In an approximate calculation the same conclusion requires that the method choose corresponding electronic solutions at $x$ and $Tx$, and that its numerical ingredients move with the nuclei. Atom-centred basis functions do; an integration grid of fixed orientation, as often used in density-functional work, breaks the invariance under general rotations by an amount that depends on the fineness of the grid.

A particular geometry $x_0$ is symmetric under $T$ if $Tx_0=x_0$: the nuclei have moved, but each has landed where an identical one stood. The operations with this property form a group $G(x_0)$, and their matrices $R$ form the molecular point group. No operation about another centre is missed, because any rigid operation that permutes the nuclei leaves their centroid in place.

Assume now that $E$ is differentiable at $x_0$, and write $g=\nabla E(x_0)$. For any displacement $v$ and small number $\epsilon$, invariance gives
\begin{equation}
E(x_0+\epsilon v)=E(Tx_0+\epsilon Tv)=E(x_0+\epsilon Tv).
\end{equation}
The first equality applies $T$ to the whole geometry; the second uses $Tx_0=x_0$. Differentiating both ends at $\epsilon=0$ yields
\begin{equation}
g\cdot v=g\cdot Tv=(T^{\mathsf T}g)\cdot v .
\end{equation}
This holds for every $v$, so $T^{\mathsf T}g=g$. Multiplication by $T$ gives
\begin{equation}
Tg=g\qquad\text{for every }T\text{ in }G(x_0).
\label{eq:symgrad}
\end{equation}
A vector unchanged by every operation is called totally symmetric, and the gradient is such a vector. It need not vanish. In the square molecule equal radial forces on the four hydrogens are allowed.

The totally symmetric displacements form a linear space, denoted $\mathrm{Fix}\,G$. For a finite group of $|G|$ operations, the average
\begin{equation}
P=\frac1{|G|}\sum_{T\in G}T
\end{equation}
is the orthogonal projector onto this space. Multiplying $P$ by any operation reorders the sum, so $TP=P$; hence $Pv$ is always totally symmetric, and $P^2=P$. A vector that is already symmetric is unchanged by $P$. Finally $P^{\mathsf T}=P$, because transposition replaces each $T$ by its inverse, which is also in the group. Equation~(\ref{eq:symgrad}) therefore gives $Pg=g$, and the slope along any displacement is
\begin{equation}
g\cdot v=(Pg)\cdot v=g\cdot(Pv).
\end{equation}
Only the symmetric part of a displacement changes the energy at first order. If $Pv=0$, the slope is zero.

This settles what a restricted search proves. Suppose that the energy is stationary against all displacements within $\mathrm{Fix}\,G$, so that $g\cdot u=0$ for every $u$ in that space. The vector $g$ itself belongs to it, so $u=g$ is a permitted choice:
\begin{equation}
0=g\cdot g=|g|^2,\qquad\text{hence}\qquad g=0 .
\end{equation}
The point is stationary in all $3N$ directions. This argument needs no average over the group, so it also covers linear molecules, whose point groups are infinite. It does need the full symmetric space. If a symmetric bond length is frozen during the search, the force along it can remain. Coordinates describing overall translation or rotation may be omitted, because the energy has zero slope along them.

Stationary does not mean minimal. If $E$ is twice continuously differentiable and $H$ is its matrix of second derivatives at $x_0$, comparing the second-order terms in $E(x_0+v)=E(x_0+Tv)$ gives
\begin{equation}
v^{\mathsf T}Hv=v^{\mathsf T}T^{\mathsf T}HTv .
\end{equation}
Both $H$ and $T^{\mathsf T}HT$ are symmetric matrices, and equality for every $v$ makes them equal. Multiplication by $T$ from the left gives $TH=HT$. If $u$ is totally symmetric, then $THu=HTu=Hu$, so $Hu$ is totally symmetric too. For any $w$ orthogonal to $\mathrm{Fix}\,G$ it follows that $w\cdot Hu=0$. The Hessian separates into a symmetric block and a non-symmetric block. A search within $\mathrm{Fix}\,G$ sees the first block alone; the second may have negative eigenvalues. A minimum among symmetric shapes can thus be a saddle among all shapes.

For a downhill path the gradient is needed away from $x_0$ as well. Differentiating $E(Tx)=E(x)$ at a general geometry gives $T^{\mathsf T}\nabla E(Tx)=\nabla E(x)$, or
\begin{equation}
\nabla E(Tx)=T\nabla E(x).
\label{eq:cov}
\end{equation}
Continuous steepest descent follows
\begin{equation}
\frac{dx}{dt}=-\nabla E(x),
\end{equation}
where $t$ labels progress along the path and is not physical time. Let $y(t)=Tx(t)$. By Eq.~(\ref{eq:cov}),
\begin{equation}
\frac{dy}{dt}=-T\nabla E(x)=-\nabla E(Tx)=-\nabla E(y),
\end{equation}
so the transformed path is also a steepest-descent path. To compare the two, let $D=|y-x|^2$. Then
\begin{equation}
\frac{dD}{dt}=-2(y-x)\cdot\bigl[\nabla E(y)-\nabla E(x)\bigr].
\end{equation}
Suppose that the gradient is locally Lipschitz, meaning that near each geometry its change is at most a constant times the change in position; a twice continuously differentiable energy suffices. A finite stretch of the two paths is a closed and bounded set, so finitely many such neighbourhoods cover it. Pairs of its points closer than some distance $\delta$ lie in one neighbourhood, where the largest of the local constants applies. For pairs farther apart, the gradients differ by at most $2M\le(2M/\delta)|y-x|$, where $M$ is the largest gradient norm on the stretch. One constant $L$ therefore serves throughout, and $|dD/dt|\le2LD$. The two signs of this inequality say that $e^{-2Lt}D$ cannot increase and $e^{2Lt}D$ cannot decrease. Therefore
\begin{equation}
D(0)e^{-2Lt}\le D(t)\le D(0)e^{2Lt}.
\label{eq:bounds}
\end{equation}

If $T$ is a symmetry of the starting geometry, $D(0)=0$, and the upper bound gives $Tx(t)=x(t)$: the symmetry is kept. If $T$ is not a symmetry at the start, $D(0)>0$, and the lower bound forbids it from becoming one at any finite $t$. The path thus has one and the same group at all finite $t$ for which it remains in the smooth region. The centroid stays at the origin because translational invariance makes the nuclear gradients sum to zero. A higher symmetry can appear only in the limit $t\to\infty$, where the lower bound may tend to zero.

Nothing in this argument requires positive curvatures. A symmetric path can approach a saddle as $t\to\infty$, even though lower energies lie to either side of it. Leaving the saddle along a Hessian eigenvector of negative curvature is a different operation: the gradient at the saddle is zero, so that first displacement is a choice and not a steepest-descent step. If it is small and not totally symmetric it lowers the group, and the descent that follows preserves the group that is left.

A computer takes finite steps, $x'=x-\alpha\nabla E(x)$, with a positive number $\alpha$. If $Tx=x$, then
\begin{equation}
Tx'=Tx-\alpha T\nabla E(x)=x-\alpha\nabla E(x)=x'.
\end{equation}
No operation is lost, whatever value of $\alpha$ a line search selects. An operation can be gained by accident, however: for $E=\tfrac12\kappa q^2$ with $\kappa>0$, the single step with $\alpha=1/\kappa$ lands on the symmetric point $q=0$.

If the step is instead $-\alpha B\nabla E$ with a matrix $B$, symmetry is assured when $TB=BT$, since then $TB\nabla E=BT\nabla E=B\nabla E$. Suppose that in the square molecule one of the four outer nuclei is moved half as far as the gradient asks. The radial displacements are in the ratio $\tfrac12:1:1:1$. Their mean, $\tfrac78$, is the symmetric part; the remainders are $-\tfrac38,\tfrac18,\tfrac18,\tfrac18$. The non-symmetric fraction of the step, measured by vector length, is
\begin{equation}
\sqrt{\frac{(3/8)^2+3(1/8)^2}{(1/2)^2+3}}
=\sqrt{\frac{3/16}{13/4}}=\sqrt{\frac3{52}}\approx0.240 .
\end{equation}
The energy is still perfectly symmetric; the rule for moving the nuclei is not.

Small errors in the geometry or the gradient matter for a related reason. Near a stationary point the gradient is $H$ times the displacement, to leading order. A displacement of amplitude $q$ along an eigenvector of curvature $\kappa$ therefore changes in one step to
\begin{equation}
q'=(1-\alpha\kappa)q .
\end{equation}
For $\kappa<0$ the factor exceeds one. An exact zero remains zero, but a tiny error that breaks the symmetry grows. Too large a step, with $\alpha\kappa>2$, also amplifies errors, even when the curvature is positive.

A small model lets all of this be followed with numbers. A central particle is joined to four identical outer particles by springs of constant $k=0.40\,E_{\mathrm h}/\mathrm{bohr}^2$ and rest length $\ell=1.80$ bohr. Each pair of outer particles repels with energy $A/d$, where $d$ is their separation and $A=1.00\,E_{\mathrm h}\,\mathrm{bohr}$. The parameters represent no particular substance. In the square arrangement, with centre-to-corner distance $r$, there are four neighbouring pairs at distance $\sqrt2\,r$ and two opposite pairs at $2r$, so
\begin{equation}
E(r)=2k(r-\ell)^2+\frac{(1+2\sqrt2)A}{r}.
\end{equation}
The square has 16 operations, forming the group $D_{4h}$, and its symmetric space has one dimension: the common radial motion. The stationary condition is
\begin{equation}
4k(r-\ell)=\frac{(1+2\sqrt2)A}{r^2}.
\label{eq:balance}
\end{equation}
Its solution is $r=2.2660$ bohr. There both sides equal $0.7456\,E_{\mathrm h}/\mathrm{bohr}$. A search over $r$ using energies alone finds this length, and the full 15-component gradient at the point found has norm $1.2\times10^{-8}\,E_{\mathrm h}/\mathrm{bohr}$, zero to the accuracy of the search.

Full steepest descent, free to move every coordinate, reaches the same point. Starting at $r=2.6$ bohr with $\alpha=1.00\,\mathrm{bohr}^2/E_{\mathrm h}$, each outer particle has radial gradient $\tfrac14dE/dr$, because four equal components add up to $dE/dr$. The first step gives, in bohr,
\begin{equation}
r'=2.6-\left[0.4(2.6-1.8)-\frac{1+2\sqrt2}{4(2.6)^2}\right]
=2.6-0.1784=2.4216 .
\end{equation}
After 33 steps the length is 2.2660 bohr, and the largest departure from $D_{4h}$ along the way is $4.4\times10^{-16}$ bohr.

To see that this point is a saddle, raise two opposite outer particles by $z$ and lower the other two by $z$. Each spring lengthens by $z^2/(2r)$ to second order. Opposite particles stay at equal height, so their distance is unchanged, while the four neighbouring distances become $\sqrt{2r^2+4z^2}$. The energy change is
\begin{align}
\Delta E
&=\frac{2k(r-\ell)}{r}z^2-\frac{2\sqrt2\,A}{r^3}z^2\nonumber\\
&=\left[\frac{1+2\sqrt2}{2}-2\sqrt2\right]\frac{A z^2}{r^3}
=\left(\frac12-\sqrt2\right)\frac{A z^2}{r^3},
\end{align}
where Eq.~(\ref{eq:balance}) was used in the second line. The stretched springs resist the puckering, but the relief of repulsion is larger. A displacement vector of length $q$ has $q^2=4z^2$. Setting $\Delta E=\tfrac12\kappa q^2$ gives
\begin{equation}
\kappa=\frac{(1-2\sqrt2)A}{4r^3}=-0.0393\,E_{\mathrm h}/\mathrm{bohr}^2 .
\end{equation}
The numerical Hessian has this as its one clearly negative eigenvalue. Since the puckering curvature equals the lowest eigenvalue, the puckering is itself the unstable mode. In the symmetric direction the curvature is positive, $0.5645\,E_{\mathrm h}/\mathrm{bohr}^2$, which is why the restricted search sees a minimum.

Each step near the saddle multiplies a small pucker by $1+0.039286=1.039286$. Five steps should give a factor $1.2125$, as the run does. The number of steps needed to amplify an error of $10^{-10}$ bohr to $0.1$ bohr is, in the linear estimate,
\begin{equation}
n=\frac{\ln(10^9)}{\ln(1.039286)}=537.8,
\end{equation}
and the run takes 538. A long calculation can therefore leave a saddle through an initially invisible error of this size, without contradicting the theorem. The error here was put in by hand along the pucker; the run does not show that floating-point rounding alone would do the same.

If the pucker is put in deliberately, with $z=0.5$ bohr, eight of the 16 operations survive. They form $D_{2d}$, and the symmetric space now has two dimensions, the in-plane radius and the height. Descent keeps these eight operations while it approaches a tetrahedron: after 124 steps the angle at the centre between two particles on the same side is $109.55^\circ$, against $109.47^\circ$ for the regular tetrahedron. The final energy is $1.7950\,E_{\mathrm h}$, below the $1.8632\,E_{\mathrm h}$ of the square saddle.

The same behaviour can be checked in methane itself, here by restricted Hartree--Fock theory in the 6-31G basis, with no symmetry imposed on the calculation. This level leaves out electron correlation and uses a small basis. The starting shape is a flattened $D_{2d}$ structure, with hydrogens 2.00 bohr from the axis and 0.80 bohr above or below the central plane. Along the unit displacement that scales the whole molecule, the slope is $0.0628\,E_{\mathrm h}/\mathrm{bohr}$, both from energy differences and from the analytic gradient. Along four random directions orthogonal to the symmetric space, energy differences give slopes of at most $5.1\times10^{-7}\,E_{\mathrm h}/\mathrm{bohr}$.

Descent with $\alpha=1.30\,\mathrm{bohr}^2/E_{\mathrm h}$ was stopped when the gradient norm fell below $10^{-3}\,E_{\mathrm h}/\mathrm{bohr}$, after 31 steps. The H--C--H angle between hydrogens on the same side had gone from $136.4^\circ$ to $109.7^\circ$, the mean C--H length was 2.045 bohr (1.082 \AA), and the energy had dropped by $0.0551\,E_{\mathrm h}$. The length depends on the basis: the tetrahedral Hartree--Fock minimum lies at 2.048 bohr in 6-31G**, 2.061 bohr in cc-pVDZ and 2.045 bohr in cc-pVTZ. With a tolerance of $10^{-4}$ bohr the last geometry still has eight operations; with the coarse tolerance of 0.05 bohr it has the 24 of the tetrahedron. The reported point group of a nearly converged structure thus depends on the tolerance, although the path has not acquired the additional symmetry.

An approximate electronic state can spoil the premise if it has less symmetry than the nuclei, or if the calculation jumps between solutions as the nuclei move. At planar methane with a C--H length of 2.05 bohr, two different starting densities led to the same energy, $-39.9171\,E_{\mathrm h}$, and to zero slope along the pucker within the printed precision. These two starts reveal no symmetry-broken solution at that geometry. They do not exclude one, nor do they show that the computed surface is smooth nearby. The planar stationary point of this Hartree--Fock surface, at a C--H length of 2.046 bohr, is a saddle: the analytic Hessian gives a curvature of $-1.26\,E_{\mathrm h}/\mathrm{bohr}^2$ along the pucker, some thirty times that of the model. The sign is robust but the size depends on the level of theory. Hartree--Fock gives $-1.30$ in 6-31G** and $-1.12$ in cc-pVDZ, where the planar length becomes 2.038 and 2.056 bohr, and $-0.93$ in cc-pVTZ at 2.046 bohr. With electron correlation in 6-31G at the same geometry, MP2 gives about $-1.8$ and CCSD about $-3.0\,E_{\mathrm h}/\mathrm{bohr}^2$. With $\alpha=1.30\,\mathrm{bohr}^2/E_{\mathrm h}$ each step multiplies a small pucker by about $2.6$, so five steps carry $0.001$ bohr to $0.12$ bohr. That is beyond the range where the energy is quadratic, and the growth falls about 5\% short of the linear estimate. These planar Hessian values are not part of the numerical check, which tests the saddle and the growth of a pucker only for the model.

The theorem fails outright where the energy has no gradient. In the simplest Jahn--Teller model, two electronic states are degenerate at a symmetric geometry with a threefold axis, and two coordinates $(q_x,q_y)$ split them. With a stiffness $K$ and a coupling $V>0$, the energies are the eigenvalues of
\begin{equation}
\frac K2q^2\begin{pmatrix}1&0\\0&1\end{pmatrix}
+V\begin{pmatrix}q_x&q_y\\q_y&-q_x\end{pmatrix},
\qquad q^2=q_x^2+q_y^2 .
\end{equation}
The second matrix, without its factor $V$, has zero trace and squares to $q^2$ times the unit matrix, so its eigenvalues are $\pm q$. The lower energy is
\begin{equation}
E_-(q)=\tfrac12Kq^2-Vq,\qquad q\ge0 ,
\end{equation}
with slope $-V$ in every direction away from $q=0$. For $V=0.050$ and $K=0.500$ in the same atomic units, diagonalization along twelve directions gives $-0.050\,E_{\mathrm h}/\mathrm{bohr}$ each time. A gradient would give opposite slopes along opposite directions, so none exists. The energy is as symmetric as before, and a threefold rotation leaves no direction in this plane fixed; yet the symmetric point is not stationary. Here the molecule can lower its symmetry at first order, because the step from invariance to a symmetric gradient required a gradient to begin with.

For a smooth energy, then, a vanishing gradient found under symmetry constraints is a real zero of all the forces, but it carries no information about stability against distortions that break the symmetry. That information lies in the non-symmetric block of the Hessian, or in a descent begun from a deliberately distorted geometry. Such a descent tests only the displacements that are symmetric under the operations the distortion leaves intact: in the model, a distortion confined to the molecular plane keeps the reflection in that plane and leads back to the square saddle. The numerical check carries out both for the model.

\section*{Computed results}
\begin{verbatim}
MODEL: one central and four identical outer particles
Spring constant: 0.40 Eh/bohr^2
Spring rest length: 1.80 bohr
Repulsion constant: 1.00 Eh bohr
Model step factor: 1.00 bohr^2/Eh
Planar group order: 16; symmetric dimension: 1
Planar length from energy search: 2.265996 bohr
Full gradient norm there: 1.2e-08 Eh/bohr
Planar descent step 0: length = 2.600000 bohr
Planar descent step 1: length = 2.421584 bohr
Planar descent step 2: length = 2.336166 bohr
Planar descent step 5: length = 2.271954 bohr
Planar length from full descent: 2.265996 bohr
Planar descent steps: 33
Largest departure from D4h: 4.4e-16 bohr
Planar energy: 1.863234 Eh
Negative curvatures (Eh/bohr^2): -0.039286
Breathing curvature: 0.564518 Eh/bohr^2
Pucker curvature: -0.039286 Eh/bohr^2
Pucker growth factor per step: 1.039286
Five-step growth, run: 1.212483
Five-step growth, predicted: 1.212483
Steps from 1e-10 to 0.1 bohr, run: 538
Steps from 1e-10 to 0.1 bohr, predicted: 537.8
Puckered group order: 8; symmetric dimension: 2
Puckered model descent steps: 124
Puckered model final angle: 109.551 degrees
Puckered model final energy: 1.794986 Eh
Non-symmetric fraction of uneven step: 0.24019
METHANE: RHF/6-31G, no symmetry imposed
Methane step factor: 1.30 bohr^2/Eh
Gradient covariance error: 1.5e-14 Eh/bohr
Start: in-plane radius 2.00 bohr, H heights +/-0.80 bohr
Start H-C-H angle: 136.397 degrees
Radial slope from energies: 0.062761 Eh/bohr
Radial slope from gradient: 0.062762 Eh/bohr
Largest of 4 non-symmetric slopes: 5.1e-07 Eh/bohr
Methane descent steps: 31
Largest departure from D2d: 1.6e-13 bohr
Final group order at 1e-4 bohr: 8
Final group order at 0.05 bohr: 24
Final gradient norm: 9.7e-04 Eh/bohr
Final mean C-H: 2.04489 bohr = 1.08211 angstrom
Final H-C-H angle: 109.716 degrees
Ideal tetrahedral angle: 109.471 degrees
Methane energy, start and end: -40.125460, -40.180550 Eh
PLANAR METHANE DIAGNOSTIC: C-H = 2.05 bohr
default start: E=-39.91713661 Eh, pucker slope=-0.000000 Eh/bohr, converged=True
puckered start: E=-39.91713661 Eh, pucker slope=-0.000000 Eh/bohr, converged=True
JT force: 0.050 Eh/bohr; stiffness: 0.500 Eh/bohr^2
JT slopes, min and max: -0.050000, -0.050000 Eh/bohr
\end{verbatim}
